# Rashba-coupled graphene under a metal contact: four bands and a gapless touching, part 1

(Sections cited here and not found follow in the second part.)

## First half: the linear model, from the corner outwards

### Definitions and conventions

Graphene has two atoms per cell, on sublattices A and B. Its low-energy electrons lie near two inequivalent corners of the Brillouin zone, the valleys, labelled $\tau=+1$ and $\tau=-1$. The wavevector $\mathbf k=(k_x,k_y)$ is measured from the corner, with $k=|\mathbf k|$. Pauli matrices $\sigma_x,\sigma_y,\sigma_z$ act on the sublattice and $s_x,s_y,s_z$ on the true spin. The basis order is $A\uparrow$, $A\downarrow$, $B\uparrow$, $B\downarrow$.

The Hamiltonian is

$$H=\hbar v(\tau\sigma_xk_x+\sigma_yk_y)+\frac{\lambda}{2}(\tau\sigma_xs_y-\sigma_ys_x).$$

The first term is the Dirac Hamiltonian with velocity $v$. The second is the Rashba coupling. It is allowed because a metal on one side makes the two faces of the sheet inequivalent. Reflection in the plane of the sheet reverses $s_x$ and $s_y$, since spin is an axial vector, and leaves the in-plane sublattice operators alone. The term therefore changes sign under this reflection and is absent from a sheet with two equivalent faces.

The factor $1/2$ is a convention; a definition without it gives a coupling constant half as large for the same bands. Energies are measured from the touching point, so a uniform potential from the metal is absorbed in the zero of energy. The description is a one-electron model with a uniform contact, no mixing of valleys, and a coupling $\lambda$ that does not depend on $\mathbf k$. The second half examines the last assumption.

The sign of $\lambda$ does not affect the energies. Conjugation with $s_z$ changes $s_x\to-s_x$ and $s_y\to-s_y$, which reverses the Rashba term and leaves the Dirac term unchanged. A unitary transformation preserves energies, so I take $\lambda>0$ from here on. I also define $\varepsilon=\hbar vk$.

### The simplest case: the corner itself

At $\mathbf k=0$ only the Rashba term remains. Take $\tau=+1$. The matrix element from B to A is $1$ for $\sigma_x$ and $-i$ for $\sigma_y$. The spin matrix that carries B into A is therefore

$$\frac{\lambda}{2}\left[s_y-(-i)s_x\right]=\frac{\lambda}{2}(s_y+is_x)=\frac{i\lambda}{2}(s_x-is_y)=i\lambda s_-.$$

Here $s_-=(s_x-is_y)/2$ turns spin up into spin down and annihilates spin down. The coupling thus takes $B\uparrow$ to $A\downarrow$, with amplitude $i\lambda$. Its Hermitian conjugate takes $A\downarrow$ back to $B\uparrow$, with amplitude $-i\lambda$. In the pair $(A\downarrow,B\uparrow)$ the Hamiltonian is

$$\begin{pmatrix}0&i\lambda\\-i\lambda&0\end{pmatrix}.$$

Its square is $\lambda^2$ times the identity and its trace is zero, so its energies are $+\lambda$ and $-\lambda$. The states $A\uparrow$ and $B\downarrow$ are not coupled to anything. Both have zero energy.

The corner levels are therefore $-\lambda,0,0,\lambda$. Without the contact there would be four states at zero. The coupling removes two of them and leaves two. The reason is angular: the Rashba term exchanges a unit of spin for a unit of sublattice pseudospin, and in this valley the exchange turns the two antiparallel combinations, $A\downarrow$ and $B\uparrow$, into each other. The states $A\uparrow$ and $B\downarrow$ have both pointers up or both down, so no such exchange is available to them.

### Restoring the momentum

Both terms of $H$ connect A with B and neither connects a sublattice with itself. At any $\mathbf k$ the Hamiltonian has the form

$$H=\begin{pmatrix}0&h\\h^\dagger&0\end{pmatrix},\qquad h=\begin{pmatrix}u&0\\i\lambda&u\end{pmatrix},\qquad u=\hbar v(k_x-ik_y).$$

The rows of $h$ are $A\uparrow,A\downarrow$ and its columns are $B\uparrow,B\downarrow$. The diagonal entries come from $\sigma_xk_x+\sigma_yk_y$, whose element from B to A is $k_x-ik_y$ for either spin. The lower left entry is the process found at the corner.

This block form reduces the four-band problem to the singular values of a two-by-two matrix. For any such $h$ there are orthonormal vectors $a_1,a_2$ on A and $b_1,b_2$ on B with

$$hb_j=s_ja_j,\qquad h^\dagger a_j=s_jb_j,\qquad s_j\ge0.$$

Apply $H$ to the combination $(a_j,\pm b_j)/\sqrt2$. The upper part becomes $\pm hb_j=\pm s_ja_j$. The lower part becomes $h^\dagger a_j=s_jb_j=\pm s_j(\pm b_j)$. The combination is therefore an eigenstate of energy $\pm s_j$. With $j=1,2$ and two signs this gives four orthonormal states, which is the full set. The spectrum is symmetric about zero because electrons hop only between sublattices in this model.

### The four bands

Two combinations of the singular values can be read from $h$ without diagonalizing it. The eigenvalues of $h^\dagger h$ are $s_1^2$ and $s_2^2$. Their product is $|\det h|^2$, and $\det h=u\cdot u-0\cdot i\lambda=u^2$. Hence

$$s_1s_2=|u|^2=\varepsilon^2.$$

Their sum is the trace of $h^\dagger h$, which equals the sum of the squared moduli of all entries of $h$:

$$s_1^2+s_2^2=2\varepsilon^2+\lambda^2.$$

Subtracting and adding twice the product gives

$$(s_1-s_2)^2=\lambda^2,\qquad(s_1+s_2)^2=\lambda^2+4\varepsilon^2.$$

Let $s_1$ be the larger value. Taking positive roots gives $s_1-s_2=\lambda$ and $s_1+s_2=\sqrt{\lambda^2+4\varepsilon^2}$. Half the sum and half the difference of these two relations are

$$s_1=\sqrt{\varepsilon^2+\frac{\lambda^2}{4}}+\frac{\lambda}{2},\qquad s_2=\sqrt{\varepsilon^2+\frac{\lambda^2}{4}}-\frac{\lambda}{2}.$$

The four bands are $\pm s_1$ and $\pm s_2$. I call $\pm s_2$ the inner bands and $\pm s_1$ the outer bands, according to their energies. The relation $s_1-s_2=\lambda$ gives $\lambda$ a direct meaning: it is the energy separation of the two bands of the same sign, and in this model it is the same at every $\mathbf k$.

Three limits test the result. At $k=0$ the values are $s_1=\lambda$ and $s_2=0$, as found directly. For $\lambda=0$ both equal $\varepsilon$, which is the spin-degenerate Dirac cone. For $\varepsilon\gg\lambda$ the root tends to $\varepsilon$, and the bands are two cones displaced by $\pm\lambda/2$ in energy.

The valley $\tau=-1$ needs a separate look. There the Rashba element from B to A is

$$\frac{\lambda}{2}(-s_y+is_x)=\frac{i\lambda}{2}(s_x+is_y)=i\lambda s_+,$$

where $s_+=(s_x+is_y)/2$ raises the spin. The kinetic entry is $u'=-\hbar v(k_x+ik_y)$. The off-diagonal entry now sits in the upper right corner of $h$. The determinant is $u'^2$ and the sum of squared moduli is again $2\varepsilon^2+\lambda^2$. The bands are the same, while the zero states at the corner are $A\downarrow$ and $B\uparrow$, the spin-reversed partners of those in the first valley.

The band formula was tested against diagonalization of the four-by-four matrix at 200 random momenta, with each component between $-0.5$ and $0.5$ nm$^{-1}$, in both valleys and for couplings of 100 and $-37$ meV. The energies agreed to one part in $10^5$ or better.

### Why there is no gap

A gap at zero energy would require $s_2>0$ at every momentum. The product of the four energies is

$$(s_1)(-s_1)(s_2)(-s_2)=s_1^2s_2^2=\varepsilon^4.$$

It does not contain $\lambda$. It vanishes at $k=0$ and nowhere else, so the linear model has a zero-energy state at the corner for any strength of the Rashba coupling, and at no other momentum. Since $s_1=\lambda$ there, the two states at zero belong to the inner bands.

The absence of $\lambda$ from the determinant follows from the one-way character of $s_-$. To contribute to $\det h$, the coupling would need a partner in the opposite corner of $h$, a process taking $B\downarrow$ to $A\uparrow$. The linear model has none. The lattice supplies a weak one, with consequences treated in the second half.

### The quadratic law and its meaning

The inner band has $E=s_2$. Move $\lambda/2$ to the left and square:

$$\left(E+\frac{\lambda}{2}\right)^2=\varepsilon^2+\frac{\lambda^2}{4}\quad\Longrightarrow\quad E^2+\lambda E=\varepsilon^2.$$

For $E\ll\lambda$ the first term is negligible and $E\approx\varepsilon^2/\lambda$. The lower inner band is its mirror image, so near the corner

$$E\approx\pm\frac{(\hbar vk)^2}{\lambda}.$$

The error is also known. Dividing $\varepsilon^2=E^2+\lambda E$ by $\lambda E$ gives

$$\frac{\varepsilon^2/\lambda}{E}=1+\frac{E}{\lambda}.$$

The parabola lies above the true band by the fraction $E/\lambda$ of the true energy.

The amplitudes show where the square comes from. Write the state as $(a_\uparrow,a_\downarrow,b_\uparrow,b_\downarrow)$. The equation $H\psi=E\psi$ reads

$$Ea_\uparrow=ub_\uparrow,\qquad Ea_\downarrow=i\lambda b_\uparrow+ub_\downarrow,$$

$$Eb_\uparrow=u^*a_\uparrow-i\lambda a_\downarrow,\qquad Eb_\downarrow=u^*a_\downarrow.$$

Near the corner the large amplitudes are $a_\uparrow$ and $b_\downarrow$. In the second and third equations the left sides are smaller than the kinetic terms by a factor of order $(\varepsilon/\lambda)^2$, because $E\sim\varepsilon^2/\lambda$ and the small amplitudes are of order $\varepsilon/\lambda$. Dropping the left sides gives

$$b_\uparrow=\frac{iu}{\lambda}b_\downarrow,\qquad a_\downarrow=-\frac{iu^*}{\lambda}a_\uparrow.$$

Insertion in the other two equations leaves

$$Ea_\uparrow=\frac{iu^2}{\lambda}b_\downarrow,\qquad Eb_\downarrow=-\frac{i(u^*)^2}{\lambda}a_\uparrow.$$

Multiplying the two equations gives $E^2=|u|^4/\lambda^2$, which is the quadratic law. An electron passes from $B\downarrow$ to $A\uparrow$ through the pair that the Rashba coupling has moved to $\pm\lambda$. Each passage needs two kinetic steps, one on entering that pair and one on leaving it. Two steps mean two powers of $k$, and the distance of the intermediate levels puts $\lambda$ in the denominator.

### Mass and velocity

Setting $(\hbar vk)^2/\lambda=\hbar^2k^2/(2m)$ gives the mass at the touching,

$$m=\frac{\lambda}{2v^2}.$$

A stronger coupling makes the inner bands flatter. As $\lambda\to0$ the mass vanishes and the range of the parabola shrinks with it, so the linear cone returns.

The group velocity follows from the band formula. The terms $\pm\lambda/2$ do not depend on $k$, so both positive bands have

$$\frac{1}{\hbar}\frac{dE}{dk}=\frac{v\varepsilon}{\sqrt{\varepsilon^2+\lambda^2/4}}.$$

It vanishes at the corner and approaches $v$ when $\varepsilon\gg\lambda/2$.

### Counting carriers

Each band holds one state per $(2\pi)^2$ of momentum area, per unit area of the sheet. A disc of radius $k$ in two valleys holds $2\pi k^2/(2\pi)^2=k^2/(2\pi)$ electrons per unit area. For $0<E<\lambda$ only the inner band is occupied above zero, and $k^2=(E^2+\lambda E)/(\hbar v)^2$. Hence

$$n=\frac{E^2+\lambda E}{2\pi(\hbar v)^2},\qquad\frac{dn}{dE}=\frac{2E+\lambda}{2\pi(\hbar v)^2}.$$

The density of states at the touching is $\lambda/[2\pi(\hbar v)^2]$. It is finite in the linear model, whereas that of the uncoupled cone vanishes.

For $E>\lambda$ the outer band contributes too. From $E-\lambda/2=\sqrt{\varepsilon^2+\lambda^2/4}$ its radius satisfies $\varepsilon^2=E^2-\lambda E$. In the sum of the two discs the terms in $\lambda$ cancel:

$$n=\frac{(E^2+\lambda E)+(E^2-\lambda E)}{2\pi(\hbar v)^2}=\frac{E^2}{\pi(\hbar v)^2}.$$

This is the density of graphene without the coupling at the same $E$. Once both bands are occupied, the total density no longer reveals $\lambda$, although the two Fermi circles do.

### Numbers for the linear model

Take the round values $v=10^6$ m/s and $\lambda=100$ meV. Then $\hbar v=0.658$ eV nm and $(\hbar v)^2=0.433$ eV$^2$ nm$^2$. The curvature is $0.433/0.100=4.33$ eV nm$^2$. At $k=0.05$ nm$^{-1}$ the parabola gives $4.33\times0.0025=10.8$ meV, while the inner band lies at 9.86 meV. The excess is 10% of the band energy, as $E/\lambda$ predicts. The outer band at the same momentum is at 109.86 meV, higher by $\lambda$.

The mass is 0.0088 electron masses. The density of states at the touching is $0.100/(2\pi\times0.433)=0.0367$ eV$^{-1}$ nm$^{-2}$, or $3.67\times10^{12}$ eV$^{-1}$ cm$^{-2}$. The outer band begins to fill at $n=\lambda^2/[\pi(\hbar v)^2]=7.3\times10^{11}$ cm$^{-2}$.

A metal can also dope the sheet. Let the Fermi level lie 0.12 eV from the touching; the symmetry of the bands makes electrons and holes equivalent here. The inner band has $\varepsilon=\sqrt{0.0144+0.0120}=0.1625$ eV and a Fermi wavevector of $0.1625/0.658=0.247$ nm$^{-1}$. The outer band has $\varepsilon=\sqrt{0.0144-0.0120}=0.0490$ eV and 0.074 nm$^{-1}$. The band nearer to zero energy has the larger Fermi circle. The carrier density is $0.0144/(\pi\times0.433)=0.0106$ nm$^{-2}$, or $1.06\times10^{12}$ cm$^{-2}$. Counting diagonalized states on a momentum mesh gives the same value to the digits shown.

## Second half: the lattice, and what a real contact adds

### Symbols and results carried over

The sublattices are A and B, $\sigma$ acts on them and $s$ on spin; $\mathbf k$ is measured from the zone corner, $\varepsilon=\hbar vk$, and $\lambda>0$ is the Rashba energy. The block $h$ carries B into A, and the energies are plus and minus its singular values $s_1\ge s_2$. In the linear model at $\tau=+1$, $h=u+i\lambda s_-$ with $u=\hbar v(k_x-ik_y)$. This gives $s_1-s_2=\lambda$, $s_1+s_2=\sqrt{\lambda^2+4\varepsilon^2}$ and $\det h=u^2$. The inner bands $\pm s_2$ touch at the corner as $\pm\varepsilon^2/\lambda$. The example has $\lambda=100$ meV, $\hbar v=0.658$ eV nm and a Fermi level at 0.12 eV.

### The coupling on a single bond

The linear model assumed a constant $\lambda$. To see what this leaves out, start from hopping between nearest neighbours. Let $a$ be the bond length and $\mathbf d_j$ the unit vectors of the three bonds,

$$\mathbf d_1=(0,1),\qquad\mathbf d_2=\left(\tfrac{\sqrt3}{2},-\tfrac12\right),\qquad\mathbf d_3=\left(-\tfrac{\sqrt3}{2},-\tfrac12\right).$$

Each bond carries the spin matrix

$$-t+it_R(s_xd_y-s_yd_x).$$

Here $t$ is the ordinary hopping and $t_R$ the Rashba hopping. The second term is the component, normal to the sheet, of the cross product of spin and bond direction. Time reversal changes the sign of both $i$ and the spin, so it leaves the term unchanged. The energies at $\mathbf q$ and $-\mathbf q$, measured from the zone centre, are then equal, and the two valleys have mirror-image spectra. It is enough to treat $\tau=+1$, whose corner is $\mathbf K=(4\pi/(3\sqrt3a),0)$.

The block is the Bloch sum

$$h=\sum_je^{ia(\mathbf K+\mathbf k)\cdot\mathbf d_j}\left[-t+it_R(s_xd_{jy}-s_yd_{jx})\right].$$

At the corner the phases $\phi_j=e^{ia\mathbf K\cdot\mathbf d_j}$ are $1$, $\omega$ and $\omega^*$, with $\omega=e^{2\pi i/3}$. These obey $\omega+\omega^*=-1$ and $\omega-\omega^*=i\sqrt3$. The sums needed are

$$\sum_j\phi_j=0,\qquad\sum_j\phi_jd_{jx}=\tfrac{\sqrt3}{2}(i\sqrt3)=\tfrac{3i}{2},\qquad\sum_j\phi_jd_{jy}=1+\tfrac12=\tfrac32,$$

$$\sum_j\phi_jd_{jx}^2=-\tfrac34,\qquad\sum_j\phi_jd_{jy}^2=1-\tfrac14=\tfrac34,\qquad\sum_j\phi_jd_{jx}d_{jy}=-\tfrac{\sqrt3}{4}(i\sqrt3)=-\tfrac{3i}{4}.$$

In the linear model the inner bands touch quadratically at the corner for any nonzero Rashba coupling, and the lattice block and its phase sums are now in place. It remains to expand that block around the corner, find how the lattice reshapes the touching, and see which other contact terms open a gap.

Numbers in the example were calculated in double precision.
